# Sparse anharmonic force constants from random displacements, tested on unseen patterns

The forces on a slightly distorted crystal are linear in its force constants, even when they are strongly nonlinear in the displacements. Fitting force constants is therefore linear regression. If symmetry is built into the regression columns, and few anharmonic coefficients matter, the fit

$$\min_{c_h,w}\ \tfrac12\,|y-X_hc_h-X_aN^{-1}w|^2+\lambda\sum_j|w_j| \qquad (1)$$

can find the important ones from fewer force equations than unknowns. Here $y$ holds the forces, $X_h$ and $X_a$ are the harmonic and anharmonic columns, $c_h$ the harmonic coefficients, $w_j=N_jc_j$ the scaled anharmonic ones, and $\lambda$ the penalty. The diagonal matrix $N$ is fixed below. Success is not guaranteed by sparsity alone, so the result must be judged on displacement patterns used neither for fitting nor for choosing $\lambda$.

## One bond, by hand

**Symmetry.** Two atoms on a line have displacements $u_1,u_2$. A general cubic energy has four monomials: $u_1^3,\ u_1^2u_2,\ u_1u_2^2,\ u_2^3$. A common shift of both atoms costs nothing, so the energy depends on $q=u_2-u_1$ alone, and

$$q^3=u_2^3-3u_2^2u_1+3u_2u_1^2-u_1^3 .$$

Four constants have become one. If the atoms may also move sideways, a mirror containing the bond reverses the sideways difference $q_y$. Then $q_y^3$ turns into minus itself and must be absent. Both rules hold before any data are seen.

**Too few data.** Measure $q$ in units of a fixed length, so that all coefficients have the same unit, and let the force that holds the bond at $q$, times that length, be

$$\frac{dV}{dq}=kq+gq^2+hq^3+pq^4 .$$

Take data at $q=1,2,-1$: three equations for four unknowns. The polynomial

$$n(q)=q(q-1)(q-2)(q+1)=q^4-2q^3-q^2+2q$$

vanishes at all three points. Adding $t\,n(q)$ to the force leaves the data unchanged for every $t$, while the coefficients become

$$k+2t,\quad g-t,\quad h-2t,\quad p+t .$$

At the unused point $q=-2$ the prediction changes by $t\,n(-2)=t(16+16-4-4)=24t$. A held-out pattern sees what the fitted data cannot.

**Comparable penalties.** The harmonic term is always wanted, so it is not penalized. Its column is $x_1=(1,2,-1)$, with $|x_1|^2=6$. From each other column subtract the part along $x_1$:

- $q^2$: $(1,4,1)-\frac{8}{6}x_1=\frac13(-1,4,7)$, with length $N_2=\sqrt{66}/3=2.708$.
- $q^3$: $(1,8,-1)-\frac{18}{6}x_1=(-2,2,2)$, with length $N_3=\sqrt{12}=3.464$.
- $q^4$: $(1,16,1)-\frac{32}{6}x_1=\frac13(-13,16,19)$, with length $N_4=\sqrt{786}/3=9.345$.

Penalizing $N_j|c_j|$ compares the forces that the terms produce beyond the harmonic fit, and not coefficients whose units would differ if $q$ carried a length.

**A success.** Let the truth be $h=p=0$, $g>0$. Among the exact fits the penalty is

$$2.708\,|g-t|+3.464\,|2t|+9.345\,|t| .$$

Moving $t$ away from zero gains at most 2.708 per unit and costs $6.928+9.345=16.273$, so the minimum is the truth, $t=0$. The sum of squares behaves differently. Minimizing $N_2^2(g-t)^2+4N_3^2t^2+N_4^2t^2$ gives

$$t=\frac{N_2^2\,g}{N_2^2+4N_3^2+N_4^2}=\frac{22/3}{22/3+48+262/3}\,g=0.051\,g .$$

This minimum-norm fit errs at $q=-2$ by $24t=1.23g$, which is 31 % of the true anharmonic force $4g$.

**A failure.** Now let $g$ and $h$ both be positive, with $p=0$. For small positive $t$ the penalty changes per unit $t$ by

$$-2.708-6.928+9.345=-0.291 .$$

The penalty prefers a wrong fit, although the truth has two terms out of three. The columns are too alike for these data. A new displacement is the cure: the point $q=-2$ exposes the fault, and adding it to the fit gives four equations that determine all four coefficients.

**Noise.** Return to the one-term case and let $Z_j$ be the projected columns scaled to unit length. With the $q^2$ term alone active and positive, the residual is $r=\lambda Z_2+e_\perp$, where $e_\perp$ is the noise outside both $x_1$ and $Z_2$. Another column stays out if $|Z_j\cdot r|\le\lambda$, as derived below in (5). This is ensured by

$$\lambda\,|Z_j\cdot Z_2|+|Z_j\cdot e_\perp|\le\lambda
\quad\Longleftrightarrow\quad
\lambda\ge\frac{|Z_j\cdot e_\perp|}{1-|Z_j\cdot Z_2|}.$$

For the $q^4$ column, $Z_4\cdot Z_2=(13+64+133)/\sqrt{66\cdot786}=0.922$. The projection of the noise on $Z_4$, not the whole noise, is multiplied by $1/0.078\approx13$ in this bound. A small $\lambda$ can therefore let in false terms, while a large one shrinks or removes true ones.

## The symmetric basis of a crystal

Take the diamond structure, with bond vectors $b_a$ ($a=1,\dots,4$) from a site of the first sublattice and $-b_a$ from the second. Let $s_i=\pm1$ label the sublattice, and define

$$q_{ia}=s_i\,(u_{\text{neighbour }a}-u_i),\qquad V=\sum_iP(q_{i1},\dots,q_{i4}) . \qquad (2)$$

Inversion about a bond centre exchanges the sublattices and reverses displacements. The factor $s_i$ absorbs that reversal, so one polynomial $P$ serves both. This form assumes that each energy term involves one site and its four neighbours.

The force is $F=-\partial V/\partial u$. Site $i$ contributes $-s_i\,\partial P/\partial q_{ia}$ to neighbour $a$ and $+s_i\sum_a\partial P/\partial q_{ia}$ to itself. These add to zero, which is translation invariance. Force constants are derivatives of one energy, so exchanging their indices changes nothing.

The site has 24 symmetry operations. Each permutes the bonds and sends cubic axes to cubic axes, up to sign, so it maps each of the 12 components of $q$ to plus or minus another. Apply all 24 to a monomial and collect the distinct images with their signs. If some image occurs with both signs, the invariant vanishes, like $q_y^3$ above. Otherwise the signed sum is an invariant $I_k$, and $P=\sum_kc_kI_k$.

The number of invariants follows from the group average of traces. Averaging over the group projects onto the invariant polynomials, and the trace of a projector is the dimension of its image. At second order the trace of operation $g$ on the monomials is $\frac12[(\mathrm{tr}\,g)^2+\mathrm{tr}\,g^2]$:

- The identity gives $\frac12(144+12)=78$.
- Each of 3 twofold rotations fixes no bond, so $\mathrm{tr}\,g=0$ and $g^2=1$, giving 6.
- Each of 6 mirrors fixes two bonds, so $\mathrm{tr}\,g=2$ and $g^2=1$, giving 8.
- The 8 threefold rotations and the 6 fourfold rotation-reflections have both traces zero.

The total is $(78+18+48)/24=6$. Orders three, four and five have 20, 69 and 196 invariants, so there are 291 coefficients, 285 of them anharmonic.

At first order there is one invariant, $\sum_ab_a\cdot q_a$, the pressure term. In a periodic cell the sum of $q_{ia}$ over sites is the same vector for every $a$, and $\sum_ab_a=0$, so it exerts no force. Zero pressure is assumed.

The coefficients are unique. Two neighbours of one site share no other common neighbour and are not bonded to each other, so a derivative of $V$ involving both fixes a mixed coefficient of $P$. With the mixed terms subtracted, a sum over separate bonds remains, and derivatives with respect to the two ends of a bond fix the rest. The periodic cell must be large enough for this to remain true when periodic images are counted. In the 8-atom cubic cell the four neighbours are distinct but share other common neighbours, so the argument fails. The 64-atom cell used below is large enough.

## The regression

Displace all atoms at random and compute the forces. Each invariant supplies one column,

$$F=Xc,\qquad X_k=-\frac{\partial}{\partial u}\sum_iI_k(q_i) . \qquad (3)$$

For given anharmonic coefficients $c_a$, minimizing over $c_h$ requires $X_h^T(y-X_hc_h-X_ac_a)=0$. The residual is then orthogonal to the harmonic columns. If the columns of $Q$ are an orthonormal basis of their span, the residual is $(1-QQ^T)(y-X_ac_a)$. Define

$$\tilde y=(1-QQ^T)y,\qquad Z=(1-QQ^T)X_aN^{-1}, \qquad (4)$$

with $N_j$ chosen to give the columns of $Z$ unit length. Problem (1) becomes the minimization of $\frac12|\tilde y-Zw|^2+\lambda\sum_j|w_j|$.

Let $r=\tilde y-Zw$. Where $w_j\ne0$ the derivative $-Z_j\cdot r+\lambda\,\mathrm{sign}(w_j)$ must vanish. Where $w_j=0$, a step either way must not lower the function, so $\lambda-Z_j\cdot r\ge0$ and $\lambda+Z_j\cdot r\ge0$. Hence

$$Z_j\cdot r=\lambda\,\mathrm{sign}(w_j)\ \ (w_j\neq0),\qquad |Z_j\cdot r|\le\lambda\ \ (w_j=0). \qquad (5)$$

The function is convex, so these conditions are also sufficient.

The solution can be followed exactly as $\lambda$ falls. Let $A$ be the active set and $\sigma$ its signs. Subtracting $Z_A^T(\tilde y-Z_Aw_A)=\lambda\sigma$ from the same equation at $\lambda-\delta$ gives

$$\Delta w_A=\delta\,d,\qquad d=(Z_A^TZ_A)^{-1}\sigma . \qquad (6)$$

For an inactive column let $\rho_j=Z_j\cdot r$ and $\alpha_j=Z_j\cdot Z_Ad$. Its correlation becomes $\rho_j-\delta\alpha_j$, and it joins when this equals $\pm(\lambda-\delta)$:

$$\delta=\frac{\lambda\mp\rho_j}{1\mp\alpha_j}.$$

An active coefficient leaves when $w_j+\delta d_j=0$. The smallest positive $\delta$ decides the next event. The path starts at $w=0$ and $\lambda=\max_j|Z_j\cdot\tilde y|$.

The complete procedure is:

1. Compute the path from one training supercell.
2. At each event, refit the selected terms and all harmonic ones without penalty. This removes the shrinkage caused by $\lambda$.
3. Choose the $\lambda$ whose refit best predicts a second supercell.
4. Refit that selection to both cells.
5. Predict patterns that entered none of these steps.

If the test noise has zero mean and is independent of the fit, its product with the model error averages to zero, and

$$\langle\text{residual}^2\rangle=\text{noise}^2+\text{model error}^2 . \qquad (7)$$

## A 64-atom example

The reference energy is a Keating-type model with an added cubic strain term. With bond vectors $d$ and $s=(d^2-R^2)/(2R)$,

$$V=\sum_{\rm bonds}\Big(\frac A2s^2-\frac G6s^3\Big)+\sum_{\rm angles}\frac{B}{2R^2}\Big(d\cdot d'+\frac{R^2}{3}\Big)^2 .$$

The parameters are $R=0.235$ nm, $A=800$ eV/nm², $B=60$ eV/nm² and $G=50000$ eV/nm³. The energy stands in for first-principles forces, so the true coefficients are known. It is meant for small displacements only: beyond $s=2A/G=0.032$ nm a stretched bond pushes its atoms apart, and the energy has no lower bound. At the training amplitude this is rare: no bond passes this point in the test patterns or in the first draw, and a few do in the other two draws. At the enlarged amplitude used near the end, four or five of the 128 bonds in each cell pass it. Such patterns test the regression, not the behaviour of a real crystal. Displacements are Gaussian with 0.008 nm per component, and the fitted forces carry noise of 0.01 eV/nm.

One cell has 192 force components. Three are redundant because the net force vanishes, which leaves 189 equations for 291 unknowns. Two cells give 378. The selection path is thus underdetermined, but the whole procedure uses enough data for a dense fit, and that fit is a fairer competitor than a minimum-norm fit to one cell. Dense fits with tuned penalties, which may do better, were not tried.

On the test patterns the true terms of orders two to five produce rms forces of 13.2, 3.9, 1.5 and 0.13 eV/nm. The total is 13.0 eV/nm, less than the harmonic part alone, so the contributions partly cancel.

In the first draw the chosen penalty is 0.0051 eV/nm. It selects 58 anharmonic terms, including 19 of the 20 that are truly nonzero. The other 39 are false. The procedure has not identified the true set; it has removed most of the 285 candidates while keeping nearly all the real ones.

Model errors on three fresh random patterns, against noise-free forces, are in eV/nm:

| Draw | Sparse | Dense, two cells | Minimum norm, one cell |
|---|---|---|---|
| 1 | 0.0087 | 0.043 | 0.58 |
| 2 | 0.0083 | 0.025 | 0.62 |
| 3 | 0.0054 | 0.021 | 0.67 |

The sparse fit improves on the dense one by factors of 3 to 5 with the same two cells. For the first draw, (7) predicts a residual against noisy forces of $\sqrt{0.0100^2+0.0087^2}=0.0133$ eV/nm, and 0.0133 is found.

**Bond constants.** For a stretch $x$ along a bond, $s=x+x^2/(2R)$. Thus $s^2=x^2+x^3/R+x^4/(4R^2)$ and $s^3=x^3+3x^4/(2R)+\dots$. The bond energy is

$$\frac A2x^2+\Big(\frac{A}{2R}-\frac G6\Big)x^3+\Big(\frac{A}{8R^2}-\frac{G}{4R}\Big)x^4+\dots$$

Multiplying the last two coefficients by $3!$ and $4!$ gives

$$V'''=\frac{3A}{R}-G=10213-50000=-39787\ \text{eV/nm}^3,$$

$$V''''=\frac{3A}{R^2}-\frac{6G}{R}=-1.233\times10^6\ \text{eV/nm}^4 .$$

The first-draw fit gives $-39792$ eV/nm³ and $-1.233\times10^6$ eV/nm⁴.

**Phonons.** In the zone-centre optical mode the sublattices move against each other by $v$. With unit bond vectors $n_a$, $\sum_a(n_a\cdot v)^2=\frac43v^2$, so the four bonds of a primitive cell store $\frac{2A}{3}v^2$. Each angle term changes by $R(n_a+n_c)\cdot v$ to first order. Since $\sum_an_a=0$, the six pairs at a site give

$$\sum_{a<c}[(n_a+n_c)\cdot v]^2=3\cdot\tfrac43v^2-\tfrac43v^2=\tfrac83v^2 .$$

Two sites store $2\cdot\frac B2\cdot\frac83v^2=\frac{8B}{3}v^2$. Setting the total equal to $\frac12Kv^2$ gives $K=\frac43(A+4B)$. With reduced mass $m/2$,

$$m\omega^2=2K=\tfrac83(A+4B)=2773\ \text{eV/nm}^2 .$$

For $m=28.085$ u the frequency is 15.54 THz, and the fit also gives 15.54 THz. The largest frequency error among the cell's phonons is 0.003 THz.

**Strain.** A homogeneous strain $\varepsilon$ adds $\varepsilon b_a$ to $q_{ia}$, a pattern that periodic displacements in a fixed cell cannot contain. If $k=m\omega^2$, then $\omega\propto\sqrt k$, while the volume scales as $(1+\varepsilon)^3$. At small strain the Grüneisen parameter is

$$\gamma=-\frac{d\ln\omega}{d\ln(\text{volume})}=-\frac16\frac{d\ln k}{d\varepsilon}.$$

Both the reference and the fit give 1.28.

**Rotation.** Rotational invariance was not imposed. At zero pressure a small rotation should cost no harmonic energy. In the fit it costs $5\times10^{-4}$ of the energy of a shear of equal size, taken without letting the sublattices relax.

## Where the model stops

Thermal snapshots were drawn from the quantum harmonic distribution of the fitted phonons. At 300 K the rms displacement is 0.0059 nm per component, 7 % above the classical value. The rms force is 7.1 eV/nm and the sparse model errs by 0.0027 eV/nm. Dropping its anharmonic terms, without refitting the harmonic ones, raises the error to 1.5 eV/nm. At 400 K the sparse error is 0.0037 eV/nm. The harmonic-only error happens to be slightly lower there, 1.4 eV/nm. On average it should rise, because anharmonic forces grow with displacement, but three independent snapshots per temperature scatter too much to show this.

Orders above five contribute 0.0014 eV/nm at 300 K and 0.0020 eV/nm at 400 K. Larger displacements are less forgiving: at 1.5 times the training amplitude the random-pattern error rises from 0.0087 to 0.063 eV/nm, a factor of 7.3. The force from the omitted sixth-order energy scales as $1.5^5=7.6$, but the closeness of the two factors is accidental. On the random patterns that force is about 0.010 eV/nm, as large as the noise, and the fitted terms absorb most of it. At the training amplitude only about 0.003 eV/nm remains, less than the parts due to fitted noise and to the missed term, about 0.006 eV/nm each. The absorption holds only near the amplitude at which it was fitted. At 1.5 times that amplitude truncation leaves about 0.047 eV/nm and is the largest part of the error.

Missing range can matter more. Adding a third-neighbour spring of 10 eV/nm², about 1 % of $A$, to the reference and refitting the same selected terms raises the held-out residual from 0.013 to 0.23 eV/nm. More data of the same kind cannot supply a missing interaction; the basis must be extended.

The bond length and the optical frequency near 15.5 THz are those of silicon. The Grüneisen parameter of 1.28 lies about 30 % above the measured value, which is close to one. The transverse acoustic modes are too stiff: the lowest phonon of the cell lies near 4.9 THz, while silicon has a mode near 3.4 THz at the L point. Thermal displacements are therefore smaller than in silicon at the same temperature, and the thermal tests are milder. The force noise equals 1 meV/Å, a reasonable scale for well-converged calculations. Real silicon has interactions beyond second neighbours, so the spring test bears on a serious simplification. Strain matters too: in this model 0.1 % linear expansion in every direction lowers the optical frequency by 0.38 %, or 0.06 THz. A device layer held by its substrate is usually strained in its plane and relaxes along its normal, so this number does not apply to it directly. In polar dielectrics the long-range dipole forces must be treated separately before a short-range fit is made. Errors of the electronic-structure method itself stay invisible here, because held-out forces from the same method share them.

The numerical output below gives the remaining digits.

## Calculated quantities

```
atoms in cell: 64; force components per cell: 192
bond length R: 0.235 nm; atomic mass: 28.085 u
A: 800 eV/nm^2; B: 60 eV/nm^2; G: 50000 eV/nm^3
random displacement per component: 0.008 nm; force noise: 0.01 eV/nm
order 2: 78 monomials, 6 invariants, rms force 13.24759 eV/nm
order 3: 364 monomials, 20 invariants, rms force 3.91310 eV/nm
order 4: 1365 monomials, 69 invariants, rms force 1.51900 eV/nm
order 5: 4368 monomials, 196 invariants, rms force 0.13279 eV/nm
total coefficients: 291; anharmonic: 285; truly nonzero anharmonic: 20
independent equations in one cell: 189; in two cells: 378
condition number of scaled test design matrix: 345.9
omitted-force ratio on doubling the amplitude: 32.0000
chosen lam: 0.0051 eV/nm; validation rms residual: 0.01477 eV/nm
selected anharmonic terms: 58; of these truly nonzero: 19
rms force on held-out random patterns: 12.9982 eV/nm
draw 1 held-out model error (eV/nm): sparse 0.00865, dense two cells 0.04337, minimum norm one cell 0.5793
draw 2 held-out model error (eV/nm): sparse 0.00827, dense two cells 0.02502, minimum norm one cell 0.6213
draw 3 held-out model error (eV/nm): sparse 0.00536, dense two cells 0.02081, minimum norm one cell 0.6653
draw 1 held-out residual against noisy forces: 0.01330 eV/nm
draw 1 model error at 1.5 times the amplitude: 0.06283 eV/nm
bond third derivative: true -39787, fitted -39792 eV/nm^3
bond fourth derivative: true -1.2331e+06, fitted -1.2332e+06 eV/nm^4
harmonic rotation energy / shear energy: 4.66e-04
optical frequency: reference 15.535, fitted 15.537 THz
largest phonon frequency error in cell: 0.0031 THz
optical Grueneisen parameter: reference 1.2805, fitted 1.2798
optical shift for 0.1 % linear expansion: -0.384 %
300 K: rms displacement 0.00591 nm; quantum/classical 1.0711
300 K: rms force 7.1051, sparse error 0.00273, harmonic-only error 1.5092 eV/nm
300 K: rms force from orders above five: 1.35e-03 eV/nm
400 K: rms displacement 0.00664 nm; quantum/classical 1.0415
400 K: rms force 7.5482, sparse error 0.00365, harmonic-only error 1.4363 eV/nm
400 K: rms force from orders above five: 1.95e-03 eV/nm
neglected third-neighbour spring: 10 eV/nm^2
held-out residual with that spring missing: 0.2266 eV/nm
```
